Fourier transform and zero of the Appelbaum-Hamann silicon potential

**Question**

A silicon ion acts on a valence electron through the local Appelbaum-Hamann pseudopotential

V(r) = −Z erf(√a r)/r + (v1 + v2 r²) exp(−a r²).

The parameters, in hartree atomic units, are

Z = 4, a = 0.6102 bohr⁻², v1 = 3.042 hartree, v2 = −1.372 hartree/bohr².

The error function is erf(x) = (2/√π) ∫₀ˣ exp(−y²) dy. The Fourier transform is defined without division by a volume,

V(q) = ∫ d³r exp(−i q·r) V(r), q = |q| > 0,

so V(q) is an energy times a volume. The algebra is in atomic units. Apart from the given parameters, numbers are to be quoted in eV and Å, with the position of the zero also in bohr⁻¹.

**Part (a)**

Reduce the transform to a one-dimensional integral over r. Explain why this integral needs a further prescription, and state one.

**Answer (a)**

V(r) depends on the distance alone, so the polar axis may be laid along q. With s = cos θ, the angular integral of the plane wave is

2π ∫₋₁¹ exp(−i q r s) ds = 2π [exp(iqr) − exp(−iqr)]/(iqr) = 4π sin(qr)/(qr).

Multiplying by r² V(r) and integrating over r gives

V(q) = (4π/q) ∫₀^∞ r V(r) sin(qr) dr.

At large r the Gaussian terms vanish and erf tends to 1, so r V(r) tends to −Z. The integrand then oscillates with constant amplitude, and the integral up to a radius R has no limit as R grows. This is the effect of the long-ranged Coulomb tail. The prescription is to damp the potential and remove the damping after integrating:

V(q) = lim(μ → 0⁺) (4π/q) ∫₀^∞ exp(−μr) r V(r) sin(qr) dr, at fixed q > 0.

Physically, the ion's attraction is cut off at a distance 1/μ, and this distance is then made much larger than 1/q. The order matters: q is held fixed and nonzero while μ goes to zero. For the Gaussian terms the undamped integral converges absolutely, so the factor can be dropped from the start.

**Part (b)**

Find the transform of the error-function term. Interpret the result as that of a charge distribution.

**Answer (b)**

The integral required is

I(μ) = ∫₀^∞ exp(−μr) sin(qr) erf(√a r) dr.

It is integrated by parts so that the derivative falls on erf, which turns it into a Gaussian. An antiderivative of exp(−μr) sin(qr) is

F(r) = −exp(−μr) [μ sin(qr) + q cos(qr)]/(μ² + q²).

To check this, differentiate the product without its prefactor:

d/dr {exp(−μr) [μ sin(qr) + q cos(qr)]}
= exp(−μr) [−μ² sin(qr) − μq cos(qr) + μq cos(qr) − q² sin(qr)]
= −(μ² + q²) exp(−μr) sin(qr).

The prefactor −1/(μ² + q²) in F turns this into exp(−μr) sin(qr), as needed.

The boundary term erf(√a r) F(r) vanishes at r = 0 because erf(0) = 0, and at infinity because μ > 0. The derivative of the error function is

d erf(√a r)/dr = 2 √(a/π) exp(−a r²).

The minus sign from integration by parts cancels the minus sign in F, so

I(μ) = 2 √(a/π) ∫₀^∞ exp(−a r² − μr) [μ sin(qr) + q cos(qr)]/(μ² + q²) dr.

The fraction, including its numerator, is at most 1/√(μ² + q²) in magnitude, hence at most 1/q. The integrand is therefore bounded by a fixed integrable Gaussian, and the limit may be taken inside the integral:

I(0⁺) = (2/q) √(a/π) J(q), J(q) = ∫₀^∞ exp(−a r²) cos(qr) dr.

To find J, differentiate with respect to q and use r exp(−a r²) = −(1/2a) d exp(−a r²)/dr:

J′(q) = −∫₀^∞ r exp(−a r²) sin(qr) dr
= (1/2a) ∫₀^∞ [d exp(−a r²)/dr] sin(qr) dr
= −(q/2a) J(q).

The last step is another integration by parts, whose boundary terms vanish because sin(0) = 0 and the Gaussian decays. With J(0) = ½ √(π/a), the solution is

J(q) = ½ √(π/a) exp(−q²/4a).

Hence I(0⁺) = exp(−q²/4a)/q. Multiplication by −Z and by 4π/q gives

V_erf(q) = −(4πZ/q²) exp(−q²/4a).

For a point charge, a → ∞ and the exponential becomes 1, which leaves the bare Coulomb transform −4πZ/q². At finite a the exponential is the transform of the normalised Gaussian density (a/π)^(3/2) exp(−a r²), as follows from G(q) in part (c). The potential of a spread-out charge is the convolution of its density with the point-charge potential, and the transform of a convolution is the product of the two transforms, here −4πZ/q² times exp(−q²/4a). The error-function term is thus the attraction of a charge Z spread over a Gaussian cloud. It is negative at every finite q > 0.

**Part (c)**

Find the transforms of exp(−a r²) and r² exp(−a r²).

**Answer (c)**

Call the first transform G(q). The radial formula and the expression for J′ from part (b) give

G(q) = (4π/q) ∫₀^∞ r exp(−a r²) sin(qr) dr
= −(4π/q) J′(q)
= (4π/q)(q/2a) J(q)
= (2π/a) · ½ √(π/a) exp(−q²/4a)
= (π/a)^(3/2) exp(−q²/4a).

Each derivative −∂/∂a of exp(−a r²) brings down a factor r². The integrals converge absolutely for a > 0, so this derivative may be applied to the transform at fixed q:

∫ d³r exp(−i q·r) r² exp(−a r²) = −∂G/∂a.

The power a^(−3/2) contributes −3/(2a) to the logarithmic derivative of G, and the exponent contributes +q²/(4a²). Therefore

−∂G/∂a = (π/a)^(3/2) [3/(2a) − q²/(4a²)] exp(−q²/4a).

This changes sign at q² = 6a, although r² exp(−a r²) is never negative. The function is a shell, zero at the origin, and interference between its parts can make the transform negative.

**Part (d)**

Assemble V(q), using the dimensionless variable t = q²/(4a). Determine how many zeros it has at finite q > 0, and find their position. Say how the answer depends on the sign of v2.

**Answer (d)**

The sum of the three terms is

V(q) = exp(−q²/4a) { −4πZ/q² + (π/a)^(3/2) [v1 + v2 (3/(2a) − q²/(4a²))] }.

Introduce three energies,

w = −v2/a, u = v1 − 3w/2, c = Z √(a/π).

Since q² = 4at, the v2 bracket becomes

v2 [3/(2a) − q²/(4a²)] = (v2/a)(3/2 − t) = −3w/2 + wt.

The Coulomb factor can be given the same prefactor as the Gaussian terms:

4πZ/q² = πZ/(at) = (π/a)^(3/2) c/t,

because (π/a)^(3/2) c = Z (π/a)^(3/2) (a/π)^(1/2) = πZ/a. The result is

V(q) = (π/a)^(3/2) exp(−t) [u + wt − c/t].

The prefactor is positive at every finite t. A zero can come from the bracket alone, and multiplying the bracket by t > 0 gives

P(t) = w t² + u t − c = 0.

Here v2 < 0, so w > 0, and also c > 0. The discriminant u² + 4wc is positive, so both roots are real. Their product is −c/w, which is negative, so one root is positive and the other negative. A negative t would require an imaginary q and is discarded. There is thus one zero at finite q > 0, and the first zero is also the last:

t0 = [−u + √(u² + 4wc)]/(2w), q0 = 2 √(a t0).

The plus sign selects the positive root because the square root exceeds |u|. Since P(0) = −c < 0 and P grows without bound, V(q) is negative below q0 and positive above it. As q → ∞ it decays to zero from the positive side, without another crossing.

The sign of v2 matters. For v2 < 0 the sign of u does not affect this count. If v2 = 0, the equation is linear and has the positive solution t = c/v1 when v1 > 0, and none otherwise. If v2 > 0, then w < 0 and the roots, when real, have the same sign. There are then two distinct positive zeros if u > 0 and u² > 4|w|c, a single touching point if u > 0 and u² = 4|w|c, and no zero otherwise.

**Part (e)**

Evaluate the position of the zero for the given parameters. Show how the three terms cancel there, and tabulate V(q) on both sides. What does the zero mean for the scattering of an electron?

**Answer (e)**

The three energies are

w = 1.372/0.6102 hartree = 61.183 eV,

u = 3.042 − 1.5 × 1.372/0.6102 hartree = −8.998 eV,

c = 4 √(0.6102/π) hartree = 47.970 eV.

The positive root is

t0 = [8.998 + √(8.998² + 4 × 61.183 × 47.970)]/(2 × 61.183) = 0.9620.

The zero therefore lies at

q0 = 2 √(0.6102 × 0.9620) bohr⁻¹ = 1.532 bohr⁻¹ = 2.896 Å⁻¹.

At this wave number the contributions, in eV Å³, are

error-function term: −32.983
v1 term: +54.755
v2 term: −21.772

and their sum is zero to the digits shown. The v2 term is negative because v2 < 0 and t0 is below 3/2, where the transform of r² exp(−a r²) is still positive.

Values around the zero are

q = 1.0 Å⁻¹: V(q) = −648.40 eV Å³
q = 2.0 Å⁻¹: V(q) = −93.48 eV Å³
q = 2.5 Å⁻¹: V(q) = −27.06 eV Å³
q = 3.0 Å⁻¹: V(q) = +4.76 eV Å³
q = 4.0 Å⁻¹: V(q) = +21.31 eV Å³
q = 5.0 Å⁻¹: V(q) = +14.73 eV Å³
q = 6.0 Å⁻¹: V(q) = +6.46 eV Å³

The numerical check evaluates the damped radial integral directly and extrapolates it to μ = 0. It finds the zero at the same 2.896 Å⁻¹.

For plane waves normalised in a volume Ω, the matrix element of this one-ion potential between wave vectors k and k + q is V(q)/Ω. It vanishes when the momentum transfer has magnitude q0. To first order in V, an electron is then not scattered through this momentum transfer. Higher orders pass through intermediate states with other momentum transfers, and their contribution need not vanish. For this bare ion they are small only for fast electrons, with Z/k much less than 1 for k in bohr⁻¹. A valence electron in silicon has k of about 1 bohr⁻¹, so Z/k is about 4. First order then fails for the isolated ion, and the zero is a property of the matrix element, not an absence of scattering. Dividing by Ω changes the size of the matrix element but leaves the zero where it is.

**Part (f)**

Expand V(q) at small q up to the constant term. Show by a separate calculation in real space that the constant is the integral of V(r) + Z/r, and evaluate it.

**Answer (f)**

For small t, exp(−t) = 1 − t + O(t²). Hence

exp(−t) [u + wt − c/t] = −c/t + c + u + O(t).

The constant c comes from the product of −t and −c/t. Restoring the prefactor and using (π/a)^(3/2) c/t = 4πZ/q² gives

V(q) = −4πZ/q² + B + O(q²), B = (π/a)^(3/2) (u + c).

The first term is the transform of a point ion's attraction, −Z/r. What remains at q = 0 should be the space integral of the difference between V(r) and −Z/r. This difference is

V(r) + Z/r = Z [1 − erf(√a r)]/r + (v1 + v2 r²) exp(−a r²).

It decays rapidly, so its integral converges. For the first term, integration by parts gives

∫₀^∞ r [1 − erf(√a r)] dr
= ½ ∫₀^∞ r² · 2 √(a/π) exp(−a r²) dr
= √(a/π) · √π/(4 a^(3/2))
= 1/(4a).

The boundary term r² [1 − erf(√a r)]/2 vanishes at both ends. Multiplication by 4πZ gives πZ/a, which equals (π/a)^(3/2) c.

For the Gaussian terms, the transforms of part (c) at q = 0 give

(π/a)^(3/2) [v1 + 3v2/(2a)] = (π/a)^(3/2) u.

The two pieces add up to B, as required. Numerically,

B = 67.46 eV Å³.

A positive B means that, integrated over space, this potential is less attractive than that of a point ion of the same charge. The sign comes from spreading the charge: c = 47.970 eV is positive, while u = −8.998 eV shows that the integrated Gaussian correction is slightly attractive. The fact that v1 is repulsive does not make the whole correction repulsive, because the r² term has more weight at larger radii.

**Part (g)**

A student argues that, since V(q) is positive above q0, the potential V(r) must be positive in some region of space. Decide whether this is true. Examine also how V(r) behaves close to the nucleus.

**Answer (g)**

The argument fails. To prove it, a lower bound on the error function is needed. For 0 ≤ y ≤ x, exp(−y²) is at least exp(−x²), so

erf(x) ≥ (2/√π) x exp(−x²).

Setting x = √a r and multiplying by Z/r gives

Z erf(√a r)/r ≥ 2Z √(a/π) exp(−a r²) = 2c exp(−a r²).

This term enters V(r) with a minus sign, so its lower bound becomes an upper bound on the potential:

V(r) ≤ (v1 − 2c + v2 r²) exp(−a r²) ≤ (v1 − 2c) exp(−a r²).

The second inequality uses v2 < 0. At the origin, erf(√a r)/r tends to 2 √(a/π), and therefore

V(0) = v1 − 2c = −13.16 eV.

This is negative, so the bound makes V(r) negative at every finite distance. The potential energy lies below zero everywhere, even though its transform changes sign. This is a statement about the sign of V(r), not about the direction of the force −dV/dr.

The behaviour near the origin follows from erf(x) = (2/√π)(x − x³/3 + ...). The error-function term becomes −2c(1 − a r²/3), and the Gaussian term becomes v1 + (v2 − a v1) r², up to order r². Since v2 = −aw,

V(r) = V(0) + a r² (−w − v1 + 2c/3) + O(r⁴).

Substituting v1 = 2c + V(0) turns the bracket into

−w − 4c/3 − V(0) = −61.18 − 63.96 + 13.16 eV = −111.98 eV.

The coefficient is negative, so V(r) first becomes more negative as the electron moves away from the nucleus. Near the nucleus the force −dV/dr therefore points outward: the core pushes the electron away although V stays negative. The well has a raised centre, but this centre remains below zero energy.

This shape is compatible with a positive V(q). An attractive Gaussian centred on the nucleus has a negative transform at every q, and so does any sum of such Gaussians. Each of them is deepest at the origin. The present potential, with its raised centre, is not such a sum, and the sign of its transform is not fixed by the sign of V(r) alone. The raised centre in fact requires a zero. The inverse transform gives

V(r) − V(0) = (1/2π²) ∫₀^∞ q² V(q) [sin(qr)/(qr) − 1] dq,

and the square bracket is never positive. If V(q) were nowhere positive, the right-hand side could not be negative, and no point could lie below V(0). Since V(r) does fall below V(0), V(q) must be positive somewhere. It is negative at small q, so it has to cross zero in between. The quadratic equation of part (d) adds that there is only one crossing and gives its position.

**Part (h)**

Determine what v1 and v2 each do to the zero by starting from the error-function term and adding them in turn.

**Answer (h)**

With v1 = v2 = 0, the transform is −(4πZ/q²) exp(−q²/4a), which has no zero at finite q.

Adding v1 > 0 while keeping v2 = 0 leaves the bracket v1 − c/t. Its zero is at

t1 = c/v1.

From part (g), v1 = 2c + V(0), so

t1 = 47.970/(2 × 47.970 − 13.163) = 0.580.

The corresponding wave number is 2.247 Å⁻¹. The Coulomb attraction carries an extra factor 1/q² relative to the v1 term, so it wins at small q and loses at large q.

Now add v2 < 0. Its contribution to the bracket is w(t − 3/2). At the old zero t1 the other two terms cancel, and t1 is below 3/2, so the full V(q) is negative there. Part (d) showed that the full transform is negative below its single zero and positive above it. The new zero must therefore lie at a larger wave number. It moves outward from 2.247 to 2.896 Å⁻¹.

The same v2 term has the opposite sign once t exceeds 3/2. At large q it dominates the bracket, and

V(q) ≈ (π/a)^(3/2) w t exp(−t), t → ∞.

Thus v2 delays the change of sign and then sets the leading positive tail. These statements concern the given bare-ion potential; a different pseudopotential for silicon may place its zero elsewhere.

Computed results

```
Z = 4 (valence charge)
a = 0.6102 bohr^-2
v1 = 3.042 hartree
v2 = -1.372 hartree/bohr^2
w = -v2/a = 61.183 eV
u = v1 - 3w/2 = -8.998 eV
c = Z sqrt(a/pi) = 47.970 eV
t0 = 0.96204 (dimensionless)
other root of the quadratic, t = -0.81498
zero q0, formula = 2.8958 angstrom^-1
zero q0, quadrature = 2.8958 angstrom^-1
zero q0, converted = 1.5324 bohr^-1
zero with v2 = 0: 2.2475 angstrom^-1
erf term at q0 = -32.983 eV angstrom^3
v1 term at q0 = 54.755 eV angstrom^3
v2 term at q0 = -21.772 eV angstrom^3
q (angstrom^-1), V(q) formula, quadrature (eV angstrom^3):
  1.0  -648.404  -648.404
  2.0  -93.482  -93.482
  2.5  -27.065  -27.065
  3.0  4.758  4.758
  4.0  21.312  21.312
  5.0  14.726  14.726
  6.0  6.460  6.460
small-q constant = 67.465 eV angstrom^3
V(r=0) = -13.163 eV
scan range of q = 0.57 to 8.50 angstrom^-1
largest error of V(q) in tests = 2.5e-05 eV angstrom^3
```
